# Average Direct Diffuse Transmission to the Floor of an Infinite Trench: verification in Python

```python
# Result under test: the floor of an infinitely long trench (width w, depth d,
# A = d/w) receives directly, on average, the fraction T = sqrt(1+A^2) - A of
# the cosine-law flux that falls on an open flat surface.
# Planar exchange kernel: cos(phi1) cos(phi2) / (2 rho), rho = distance in the
# cross-section. mu = cosine of the angle of incidence on the wafer.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(12345)


def gauss(n, lo, hi):
    x, g = np.polynomial.legendre.leggauss(n)
    return 0.5 * (hi - lo) * x + 0.5 * (hi + lo), 0.5 * (hi - lo) * g


def transmission(A):
    return np.hypot(1.0, A) - A


def trapezoid_rule(floor, opening, depth):
    crossed = np.hypot((floor + opening) / 2, depth)
    side = np.hypot((floor - opening) / 2, depth)
    return (crossed - side) / floor


def kernel_average(floor, opening, depth):
    """Floor average from the double integral of the planar kernel."""
    x, gx = gauss(240, -floor / 2, floor / 2)
    u, gu = gauss(240, -opening / 2, opening / 2)
    rho = np.hypot(x[:, None] - u[None, :], depth)
    return gx @ (depth**2 / (2 * rho**3)) @ gu / floor


def direction_average(A, B=0.0, intensity=None):
    """Three-dimensional sum over ray slopes; B = depth/length of trench."""
    t, gt = gauss(240, 0.0, 1 / A)
    psi_max = np.pi / 2 if B == 0 else np.arctan(1 / B)
    psi, gp = gauss(240, 0.0, psi_max)
    t, psi = t[:, None], psi[None, :]
    c = np.cos(psi)
    density = c**2 / (1 + (t * c)**2)**2
    mu = c / np.sqrt(1 + (t * c)**2)
    clear = (1 - A * t) * (1 - B * np.tan(psi))
    weight = 1.0 if intensity is None else intensity(mu)
    return 4 / np.pi * (gt @ (density * clear * weight) @ gp)


def reemission(A, sticking, n=80):
    """Mean floor arrival with diffuse re-emission, width = 1."""
    yw = np.linspace(0, A, n + 1)
    xf = np.linspace(0, 1, n // 2 + 1)
    left = np.column_stack([np.zeros(n + 1), yw])
    floor = np.column_stack([xf, np.full(xf.size, A)])
    right = np.column_stack([np.ones(n + 1), yw[::-1]])
    path = np.vstack([left, floor[1:], right[1:], [[0.0, 0.0]]])
    a, b = path[:-1], path[1:]
    length = np.linalg.norm(b - a, axis=1)

    def dist(p, q):
        return np.linalg.norm(p[:, None, :] - q[None, :, :], axis=2)
    F = (dist(a, a) + dist(b, b) - dist(a, b) - dist(b, a))
    F = F / (2 * length[:, None])
    np.fill_diagonal(F, 0.0)
    m = len(a) - 1
    arrival = np.linalg.solve(np.eye(m) - (1 - sticking) * F[:m, :m],
                              F[:m, m])
    return arrival[n:n + n // 2].mean()


def track_particles(A, sticking, count=400000, bounces=40):
    """Same quantity by following particles in the cross-section."""
    x, y = rng.random(count), np.zeros(count)
    nx, ny = np.zeros(count), np.ones(count)
    weight, total = 1.0, 0.0
    for _ in range(bounces):
        s = rng.uniform(-1, 1, x.size)
        c = np.sqrt(1 - s * s)
        dx, dy = c * nx - s * ny, c * ny + s * nx
        time_x = np.where(dx > 0, 1 - x, x) / np.abs(dx)
        time_y = np.where(dy > 0, A - y, y) / np.abs(dy)
        wall = time_x < time_y
        on_floor = ~wall & (dy > 0)
        total += weight * on_floor.sum()
        new_x = np.where(wall, np.where(dx > 0, 1.0, 0.0), x + dx * time_y)
        new_y = np.where(wall, y + dy * time_x, A)
        nx = np.where(wall, -np.sign(dx), 0.0)
        ny = np.where(wall, 0.0, -1.0)
        keep = wall | on_floor
        x, y, nx, ny = new_x[keep], new_y[keep], nx[keep], ny[keep]
        weight *= 1 - sticking
        if weight < 1e-9 or x.size == 0:
            break
    return total / count


# --- planar kernel from the three-dimensional one
h, offset = 1.3, 0.7
rho = np.hypot(h, offset)
along = quad(lambda z: h**2 / (np.pi * (rho**2 + z**2)**2),
             -np.inf, np.inf)[0]
assert abs(along - h**2 / (2 * rho**3)) < 1e-8

# --- main result by two separate integrations
worst = 0.0
for A in (0.3, 1.0, 3.0, 10.0):
    worst = max(worst, abs(kernel_average(1, 1, A) - transmission(A)),
                abs(direction_average(A) - transmission(A)))
assert worst < 1e-8

# --- triangle rule for floor and wall (squared variables tame the corner)
for A in (0.5, 3.0):
    u, gu = gauss(400, 0, 1)
    x, y = u[:, None]**2, A * u[None, :]**2
    f = x * y / (2 * np.hypot(x, y)**3) * 4 * A * u[:, None] * u[None, :]
    assert abs(gu @ f @ gu - (1 + A - np.hypot(1, A)) / 2) < 1e-5

# --- trapezoid, limits
for b, o, depth in ((1.0, 0.6, 0.8), (0.7, 1.2, 2.0)):
    assert abs(kernel_average(b, o, depth)
               - trapezoid_rule(b, o, depth)) < 1e-8
assert abs(kernel_average(1, 1, 0.05) - (1 - 0.05 + 0.05**2 / 2)) < 1e-6
assert abs(kernel_average(1, 1, 20.0) * 40 - 1) < 1e-3


# --- local arrival on floor and wall
def floor_local(x, w, d):
    return 0.5 * (x / np.hypot(x, d) + (w - x) / np.hypot(w - x, d))


def wall_local(y, w):
    return 0.5 * (1 - y / np.hypot(y, w))


for x in (0.0, 0.2, 0.5):
    q = quad(lambda u: 9 / (2 * np.hypot(u - x, 3)**3), 0, 1)[0]
    assert abs(q - floor_local(x, 1, 3)) < 1e-9
for y in (0.1, 1.0, 2.5):
    q = quad(lambda u: u * y / (2 * np.hypot(u, y)**3), 0, 1)[0]
    assert abs(q - wall_local(y, 1)) < 1e-8
assert abs(floor_local(0.5, 1, 3) - 1 / np.sqrt(1 + 4 * 9)) < 1e-12
assert abs(floor_local(0.0, 1, 3) - 0.5 / np.sqrt(1 + 9)) < 1e-12
wall_share = 2 * quad(lambda y: wall_local(y, 1), 0, 3)[0]
assert abs(wall_share + kernel_average(1, 1, 3) - 1) < 1e-8

# --- example inputs (lengths in nm; process values are rough)
width, depth, trench_length, field_film = 200.0, 600.0, 5000.0, 20.0
wanted_film = 2.0
pressure_mTorr, gas_T = 20.0, 400.0
cross_section = 5e-19            # m^2, Ti-Ar, rough
mass_ratio = 47.867 / 39.948     # Ti / Ar
target_distance_mm = 100.0
stick, weak_stick = 0.9, 0.1
ion_fraction, ion_energy, ion_kT = 0.05, 20.0, 0.1   # -, eV, eV
A = depth / width
T = transmission(A)
centre = floor_local(width / 2, width, depth)
corner = floor_local(0.0, width, depth)
T_wanted = wanted_film / field_film
A_limit = (1 - T_wanted**2) / (2 * T_wanted)
A_root = brentq(lambda a: direction_average(a) - T_wanted, 0.5, 30)
assert abs(A_root - A_limit) < 1e-6

# --- incomplete sticking
tracked = track_particles(A, 0.5)
solved = reemission(A, 0.5)
assert abs(tracked - solved) < 0.004          # sampling noise below 0.001
first_flight = track_particles(A, 1.0)
assert abs(first_flight - T) < 0.004
T_stick, T_weak = reemission(A, stick), reemission(A, weak_stick)
assert abs(T_stick - reemission(A, stick, 160)) < 1e-3
assert abs(T_weak - reemission(A, weak_stick, 160)) < 3e-3

# --- forward-peaked arrival from a scattering gas
norm = quad(lambda m: 2 * m * (m + 2 / 3), 0, 1)[0]
T_forward = direction_average(A, 0.0, lambda m: (m + 2 / 3) / norm)
mean_mu = quad(lambda m: 2 * m * m * (m + 2 / 3), 0, 1)[0] / norm
z = np.full(100000, 5.0)         # height above wafer in mean free paths
exit_sum, exit_count = 0.0, 0
while z.size:
    c = rng.uniform(-1, 1, z.size)
    z = z + c * rng.exponential(1.0, z.size)
    landed = z < 0
    exit_sum += -c[landed].sum()
    exit_count += landed.sum()
    z = z[(z >= 0) & (z < 10)]
walk_mu = exit_sum / exit_count
assert abs(walk_mu - mean_mu) < 0.008 and walk_mu > 0.69

# --- directed ions
spread = np.sqrt(ion_kT / (2 * ion_energy))
T_ion = 1 - A * np.sqrt(2 / np.pi) * spread
q = 2 * quad(lambda t: (1 - A * t) * np.exp(-t * t / (2 * spread**2))
             / (spread * np.sqrt(2 * np.pi)), 0, 1 / A)[0]
assert abs(q - T_ion) < 1e-6
T_with_ions = ion_fraction * T_ion + (1 - ion_fraction) * T

# --- mouth narrowed by the film at the end of deposition
lip = wall_local(0.0, width) * field_film
T_lip = trapezoid_rule(width, width - 2 * lip, depth + field_film)

# --- finite length, checked on a cube by the area-to-area integral
p, gp = gauss(20, 0, 1)
dx2 = (p[:, None] - p[None, :])**2
gg = np.outer(gp, gp)
cube = np.einsum('ij,kl,ijkl->', gg, gg,
                 1 / (np.pi * (1 + dx2[:, :, None, None] + dx2)**2))
assert abs(cube - direction_average(1.0, 1.0)) < 1e-7
T_finite = direction_average(A, depth / trench_length)

# --- gas collisions
density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_T)
free_path = 1 / (density * cross_section * np.sqrt(1 + mass_ratio))


def change(value):
    return 100 * (value / T - 1)


print(f"largest error of T in both integrations: {worst:.1e}")
for a in (0.5, 1.0, 2.0, 3.0, 5.0, 10.0):
    print(f"A = {a:4.1f}: T = {transmission(a):.4f}, 1/(2A) = {1/(2*a):.4f}")
print(f"trench width {width:.0f} nm, depth {depth:.0f} nm, A = {A:.1f}")
print(f"diagonal D = {np.hypot(width, depth):.2f} nm")
print(f"D - d = {np.hypot(width, depth) - depth:.2f} nm")
print(f"average direct transmission T = {T:.4f}")
print(f"share caught by both walls = {wall_share:.4f}")
print(f"local value at floor centre = {centre:.4f}")
print(f"local value at floor corner = {corner:.4f}")
print(f"film on open surface = {field_film:.1f} nm")
print(f"average floor film = {T * field_film:.2f} nm")
print(f"centre floor film = {centre * field_film:.2f} nm")
print(f"corner floor film = {corner * field_film:.2f} nm")
print(f"A for average film of {wanted_film:.1f} nm = {A_limit:.2f}")
print(f"depth at that A = {A_limit * width:.0f} nm")
print(f"sticking {stick}: floor arrival {T_stick:.4f}, "
      f"change {change(T_stick):+.1f} %")
print(f"sticking {weak_stick}: floor arrival {T_weak:.3f}, "
      f"ratio to T {T_weak / T:.2f}")
print(f"sticking 0.5: strips {solved:.4f}, tracking {tracked:.4f}")
print(f"mean mu: cosine law {2/3:.4f}, forward form {mean_mu:.4f}, "
      f"random walk {walk_mu:.3f}")
print(f"forward-peaked arrival: {T_forward:.4f}, "
      f"change {change(T_forward):+.1f} %")
print(f"ion energy {ion_energy:.0f} eV, transverse kT {ion_kT:.1f} eV")
print(f"ion slope spread = {spread:.4f}, ion transmission = {T_ion:.3f}")
print(f"ion fraction {ion_fraction:.2f}: arrival {T_with_ions:.4f}, "
      f"change {change(T_with_ions):+.1f} %")
print(f"film at upper wall edge = {lip:.1f} nm per side")
print(f"narrowed mouth at end: {T_lip:.4f}, change {change(T_lip):+.1f} %")
print(f"trench length {trench_length:.0f} nm: {T_finite:.4f}, "
      f"change {change(T_finite):+.1f} %")
print(f"argon {pressure_mTorr:.0f} mTorr, {gas_T:.0f} K, "
      f"cross-section {cross_section * 1e18:.2f} nm2")
print(f"gas density = {density:.2e} m^-3")
print(f"Ti mean free path = {free_path * 1e3:.2f} mm")
print(f"depth / mean free path = {depth * 1e-9 / free_path:.1e}")
print(f"target distance {target_distance_mm:.0f} mm / mean free path = "
      f"{target_distance_mm * 1e-3 / free_path:.0f}")
print("all good")
```

Running it gives:

```
largest error of T in both integrations: 8.9e-16
A =  0.5: T = 0.6180, 1/(2A) = 1.0000
A =  1.0: T = 0.4142, 1/(2A) = 0.5000
A =  2.0: T = 0.2361, 1/(2A) = 0.2500
A =  3.0: T = 0.1623, 1/(2A) = 0.1667
A =  5.0: T = 0.0990, 1/(2A) = 0.1000
A = 10.0: T = 0.0499, 1/(2A) = 0.0500
trench width 200 nm, depth 600 nm, A = 3.0
diagonal D = 632.46 nm
D - d = 32.46 nm
average direct transmission T = 0.1623
share caught by both walls = 0.8377
local value at floor centre = 0.1644
local value at floor corner = 0.1581
film on open surface = 20.0 nm
average floor film = 3.25 nm
centre floor film = 3.29 nm
corner floor film = 3.16 nm
A for average film of 2.0 nm = 4.95
depth at that A = 990 nm
sticking 0.9: floor arrival 0.1687, change +3.9 %
sticking 0.1: floor arrival 0.565, ratio to T 3.48
sticking 0.5: strips 0.2279, tracking 0.2283
mean mu: cosine law 0.6667, forward form 0.7083, random walk 0.711
forward-peaked arrival: 0.1836, change +13.1 %
ion energy 20 eV, transverse kT 0.1 eV
ion slope spread = 0.0500, ion transmission = 0.880
ion fraction 0.05: arrival 0.1982, change +22.1 %
film at upper wall edge = 10.0 nm per side
narrowed mouth at end: 0.1419, change -12.6 %
trench length 5000 nm: 0.1498, change -7.7 %
argon 20 mTorr, 400 K, cross-section 0.50 nm2
gas density = 4.83e+20 m^-3
Ti mean free path = 2.79 mm
depth / mean free path = 2.1e-04
target distance 100 mm / mean free path = 36
all good
```
